# Brooks' theorem: electron levels and phonon energies as derivatives of one energy, part 1

(Sections cited here and not found follow in the later parts.)

In the Born-Oppenheimer description of non-rotating H$_2^+$, the separation between the $1\sigma_g$ and $1\sigma_u$ levels depends on the bond length $R$. With the levels computed in the aug-cc-pVQZ basis (the later digits belong to this basis; on the exact curves the averages below rise by $1$ to $2\times10^{-4}$ Ha and their difference becomes $-0.02822$ Ha, or $-0.7679$ eV), averaged over the vibrational ground state it is $0.421084$ Ha, and averaged over the first excited vibrational state it is $0.392903$ Ha. One vibrational quantum therefore changes the gap by $-0.0281804$ Ha, or $-0.76683$ eV. A second calculation takes no average of the gap. It moves a small fraction $x$ of the electron from $1\sigma_g$ to $1\sigma_u$, solves the vibrational problem on the modified potential curve, and records how the spacing $E_1-E_0$ of the two lowest vibrational levels responds. The slope is $d(E_1-E_0)/dx=-0.0281804$ Ha. The first number describes what a phonon does to electrons and the second what an electron does to a phonon, and they agree in every printed digit. The agreement is a case of Brooks' theorem,

$$\frac{\partial \varepsilon_i}{\partial n_\nu}=\frac{\partial (\hbar\omega_\nu)}{\partial f_i}, \tag{1}$$

where $\varepsilon_i$ and $f_i$ are the energy and occupation of spin-orbital $i$, and $\hbar\omega_\nu$ and $n_\nu$ are the energy and occupation of vibrational mode $\nu$. All other occupations are held fixed on both sides. Apart from the values for the exact H$_2^+$ curves, which are quoted for comparison, the numbers of this section come from the program printed after it, together with its output.

### 1. The function that is differentiated

The stationary states of the coupled system are assumed to carry labels $\{f_i\},\{n_\nu\}$ inherited from the uncoupled system: each state evolves continuously from a state of definite occupations as the coupling is switched on, at fixed volume. Let $E(\{f\},\{n\})$ be the energy of the state with these labels. The energy needed to add an electron in level $i$ is $E(f_i{=}1)-E(f_i{=}0)$, and the energy needed to add a phonon is $E(n_\nu{+}1)-E(n_\nu)$. The change of the first on adding a phonon and the change of the second on adding an electron are both

$$E(1,n{+}1)-E(1,n)-E(0,n{+}1)+E(0,n), \tag{2}$$

with the four terms grouped in two ways. If $E$ extends to a function of real occupations with continuous second derivatives, then (2) taken with small steps and divided by their product tends to $\partial_n\partial_f E$ under one grouping and to $\partial_f\partial_n E$ under the other. With the definitions

$$\varepsilon_i=\frac{\partial E}{\partial f_i},\qquad \hbar\omega_\nu=\frac{\partial E}{\partial n_\nu}, \tag{3}$$

equation (1) follows, and both sides equal $B_{i\nu}\equiv\partial^2E/\partial f_i\,\partial n_\nu$.

The same mixed derivative belongs to a free energy, provided it is the constrained one, in which the mean occupations are independent variables. Take an ensemble in which each level and each mode is populated independently. Level $i$ is full with probability $f$ and empty with probability $1-f$, so its entropy $-k\sum p\ln p$ is

$$S_{\rm el}(f)=-k\,[f\ln f+(1-f)\ln(1-f)]. \tag{4}$$

A mode with mean occupation $n$ is given the geometric distribution $p_N=n^N/(1+n)^{N+1}$, which is the thermal form $p_N\propto y^N$ with $y=n/(1+n)$. Since $\ln p_N=N\ln n-(N+1)\ln(1+n)$ is linear in $N$, its average follows from $N\to n$:

$$S_{\rm ph}(n)=k\,[(1+n)\ln(1+n)-n\ln n]. \tag{5}$$

The mean energy of this ensemble equals $E$ evaluated at the mean occupations when $E$ is of at most first degree in each occupation, which Section 2 establishes at second order in the coupling. The constrained free energy is then

$$F(\{f\},\{n\};T)=E(\{f\},\{n\})-T\sum_i S_{\rm el}(f_i)-T\sum_\nu S_{\rm ph}(n_\nu). \tag{6}$$

Every entropy term depends on one occupation only, so it drops out of any mixed derivative:

$$\frac{\partial^2F}{\partial f_i\,\partial n_\nu}=\frac{\partial^2E}{\partial f_i\,\partial n_\nu}=B_{i\nu}. \tag{7}$$

Differentiating (4) and (5) gives $S_{\rm el}'=k\ln[(1-f)/f]$ and $S_{\rm ph}'=k\ln[(1+n)/n]$, because the constant terms produced by differentiating the logarithms cancel in pairs. Stationarity of $F-\mu\sum_i f_i$, with $\mu$ the chemical potential, then reads $\partial E/\partial f_i-\mu=kT\ln[(1-f_i)/f_i]$ and $\partial E/\partial n_\nu=kT\ln[(1+n_\nu)/n_\nu]$. Exponentiating and solving,

$$f_i=\frac{1}{e^{(\partial E/\partial f_i-\mu)/kT}+1},\qquad n_\nu=\frac{1}{e^{(\partial E/\partial n_\nu)/kT}-1}. \tag{8}$$

The derivatives (3) are thus the energies that enter the Fermi and Bose functions. The equilibrium free energy $F(T)$ is the value of (6) at the stationary point; it has no free occupations left, and (1) cannot be obtained from it. Nor does (1) describe the total response in thermal equilibrium, where heating changes all occupations together.

Up to here the argument is bookkeeping. Its physical content lies in two claims that need proof: that such an $E$ exists, and that the formulas used in practice, the Allen-Heine-Cardona (AHC) shift of an electron level and the phonon self-energy, are its two first derivatives.

### 2. Second order in the coupling, with full phonon dynamics

Take independent fermions coupled to one mode, with $X=b+b^\dagger$ and the constant $\hbar\omega/2$ omitted:

$$H=\sum_n\varepsilon_n c_n^\dagger c_n+\hbar\omega\, b^\dagger b+\lambda\sum_{mn}g_{mn}c_m^\dagger c_n\,X+\lambda^2\sum_{mn}\Lambda_{mn}c_m^\dagger c_n\,X^2. \tag{9}$$

The matrices $g$ and $\Lambda$ are real and symmetric, $\varepsilon_n$ and $\omega$ in (9) are the uncoupled values, and $\lambda$ counts powers of the displacement. The unperturbed states $|\{f\},N\rangle$ have $f_n\in\{0,1\}$ and energy $E_0=\sum_n\varepsilon_nf_n+\hbar\omega N$. Non-degenerate Rayleigh-Schrödinger theory requires that the state considered is not degenerate with any state reached from it at order $\lambda$ or $\lambda^2$. With $\Delta_{nm}=\varepsilon_n-\varepsilon_m$, this excludes $|\Delta_{nm}|=\hbar\omega$, and also electronic rearrangements of one or two electrons that cost $0$ or $2\hbar\omega$.

The boson parity $P=(-1)^{b^\dagger b}$ satisfies $PXP=-X$, hence $PH(\lambda)P=H(-\lambda)$. The unperturbed states are eigenstates of $P$, so each perturbed energy is even in $\lambda$, and $E=E_0+\lambda^2E_2+O(\lambda^4)$.

Three contributions make up $E_2$. The first is the expectation value of the $\Lambda$ term. From $X^2=bb+b^\dagger b^\dagger+2b^\dagger b+1$ one has $\langle N|X^2|N\rangle=2N+1$, and only diagonal electronic terms survive, which gives $\sum_n\Lambda_{nn}f_n(2N+1)$.

The second is the second-order effect of the off-diagonal $g$ terms. The operator $c_m^\dagger c_n$ with $m\ne n$ yields a normalised state, up to a sign, when $n$ is full and $m$ is empty, so its squared matrix element is $f_n(1-f_m)$. Different ordered pairs $(n,m)$ lead to different states and do not interfere. If a phonon is emitted, the boson factor is $|\langle N{+}1|b^\dagger|N\rangle|^2=N+1$ and the initial minus the intermediate energy is $\Delta_{nm}-\hbar\omega$. If one is absorbed, the factor is $N$ and the denominator is $\Delta_{nm}+\hbar\omega$.

The third comes from the diagonal $g$ terms, which leave the electrons unchanged and have the amplitude $G=\sum_ng_{nn}f_n$. They give $G^2[(N+1)/(-\hbar\omega)+N/\hbar\omega]=-G^2/\hbar\omega$. In expanding $G^2$ we use $f_n^2=f_n$. Altogether,

$$E_2=\sum_{n\neq m}g_{mn}^2\,f_n(1-f_m)\left[\frac{N+1}{\Delta_{nm}-\hbar\omega}+\frac{N}{\Delta_{nm}+\hbar\omega}\right]+\sum_n\Lambda_{nn}f_n(2N+1)-\frac{1}{\hbar\omega}\Big[\sum_ng_{nn}^2f_n+\sum_{n\ne m}g_{nn}g_{mm}f_nf_m\Big], \tag{10}$$

where $\sum_{n\ne m}$ runs over ordered pairs.

In this form $E_2$ is multilinear: it is of at most first degree in each $f_n$ and in $N$. Two consequences follow. A unit difference of a linear function equals its derivative, so at this order (2) equals $\lambda^2\,\partial^2E_2/\partial f\,\partial N$ exactly. And the extension of (10) to real occupations is the one that thermodynamics selects. The grand potential is $\Omega=-kT\ln\sum_s e^{-(E_s-\mu N_{e,s})/kT}$, with $N_{e,s}$ the electron number of state $s$. Inserting $E_s=E_{0,s}+\lambda^2E_{2,s}+O(\lambda^4)$ and expanding the exponential and the logarithm to first order in $\lambda^2$ gives $\Omega=\Omega_0+\lambda^2\langle E_2\rangle_0+O(\lambda^4)$, where the average is over the uncoupled ensemble. (States of very large $N$, for which the expansion of $E_s$ is poor, carry exponentially small weight.) In that ensemble the occupations are independent, the average of a product of distinct occupations is the product of their averages, and therefore

$$\Omega=\Omega_0+\lambda^2E_2(\bar f,\bar N)+O(\lambda^4), \tag{11}$$

with $\bar f,\bar N$ the Fermi and Bose values for the uncoupled energies. The constrained function $F-\mu\sum f$ built from $E_0+\lambda^2E_2$ has the same stationary value to this order: its stationary point moves by $O(\lambda^2)$, and its zeroth-order part, being stationary at $(\bar f,\bar N)$ with value $\Omega_0$, changes only by $O(\lambda^4)$. Had $f_n^2$ been kept in place of $f_n$, (11) would fail at fractional $\bar f_n$. The $f_n$ are labels of dressed states and differ at order $\lambda^2$ from the expectation values of $c_n^\dagger c_n$.

**Electron side.** In the first sum of (10), level $n$ occurs as the initial level, with factor $f_n(1-f_m)$, and as the final level, with factor $f_m(1-f_n)$ and $\Delta_{mn}=-\Delta_{nm}$. With $\Delta$ for $\Delta_{nm}$, the derivative of the two terms of one pair with respect to $f_n$ is $g_{mn}^2$ times

$$(1-f_m)\left[\frac{N+1}{\Delta-\hbar\omega}+\frac{N}{\Delta+\hbar\omega}\right]-f_m\left[\frac{N+1}{-\Delta-\hbar\omega}+\frac{N}{-\Delta+\hbar\omega}\right].$$

In the second bracket $1/(-\Delta-\hbar\omega)=-1/(\Delta+\hbar\omega)$ and $1/(-\Delta+\hbar\omega)=-1/(\Delta-\hbar\omega)$. The coefficient of $1/(\Delta-\hbar\omega)$ is then $(1-f_m)(N+1)+f_mN=N+1-f_m$, and that of $1/(\Delta+\hbar\omega)$ is $(1-f_m)N+f_m(N+1)=N+f_m$. Hence

$$\Sigma_n\equiv\frac{\partial E_2}{\partial f_n}=\sum_{m\ne n}g_{mn}^2\left[\frac{N+1-f_m}{\Delta_{nm}-\hbar\omega}+\frac{N+f_m}{\Delta_{nm}+\hbar\omega}\right]+\Lambda_{nn}(2N+1)-\frac{g_{nn}}{\hbar\omega}\Big[g_{nn}+2\sum_{m\neq n}g_{mm}f_m\Big]. \tag{12}$$

The first term is the Fan-Migdal self-energy evaluated at the unperturbed level, the second is the Debye-Waller term, and the third is the relaxation energy of the static displacement, which does not depend on $N$.

**Phonon side.** Differentiating (10) with respect to $N$ replaces the bracket by $A_{nm}=1/(\Delta_{nm}-\hbar\omega)+1/(\Delta_{nm}+\hbar\omega)=2\Delta_{nm}/(\Delta_{nm}^2-\hbar^2\omega^2)$. This is odd in $\Delta$, so $A_{mn}=-A_{nm}$, while $g_{mn}^2f_nf_m$ is symmetric; the terms in $f_nf_m$ cancel between $(n,m)$ and $(m,n)$. What remains is $\sum_{n\ne m}g_{mn}^2f_nA_{nm}$. In its part $f_n/(\Delta_{nm}-\hbar\omega)$ we exchange the names $n\leftrightarrow m$, which gives $f_m/(-\Delta_{nm}-\hbar\omega)=-f_m/(\Delta_{nm}+\hbar\omega)$. Thus

$$\Pi\equiv\frac{\partial E_2}{\partial N}=\sum_{n\neq m}g_{mn}^2\,\frac{f_n-f_m}{\Delta_{nm}+\hbar\omega}+2\sum_n\Lambda_{nn}f_n, \tag{13}$$

which is the phonon self-energy, the electron-hole bubble plus the second-order coupling, evaluated at the unperturbed frequency.

**The mixed derivative.** From (12), $\partial\Sigma_n/\partial N=\sum_{m\neq n}g_{mn}^2A_{nm}+2\Lambda_{nn}$. From (13), $f_n$ occurs with a plus sign in the pairs $(n,m)$, giving $1/(\Delta_{nm}+\hbar\omega)$, and with a minus sign in the pairs $(m,n)$, giving $-1/(-\Delta_{nm}+\hbar\omega)=1/(\Delta_{nm}-\hbar\omega)$; the two add to $A_{nm}$. Therefore

$$\frac{\partial\Sigma_n}{\partial N}=\frac{\partial\Pi}{\partial f_n}=B_n=\sum_{m\ne n}g_{mn}^2\,\frac{2\Delta_{nm}}{\Delta_{nm}^2-\hbar^2\omega^2}+2\Lambda_{nn}. \tag{14}$$

At this order $B_n$ does not depend on any occupation. A filled level $m$ blocks the virtual transition $n\to m$, but the added electron also blocks $m\to n$, and removing that term contributes what the blocked one would have. With several modes, $E_2$ is a sum of expressions (10), one per mode, provided that the non-degeneracy condition above holds for all modes together: at order $\lambda^2$ each intermediate state involves one phonon, and cross terms such as $\langle X_\nu X_{\nu'}\rangle$ vanish for $\nu\neq\nu'$. Modes of equal frequency violate the condition, because a phonon can pass from one to the other at no cost in energy. The sum then holds only if symmetry forbids this transfer while the electrons stay unchanged, as translation symmetry does for the modes at $q$ and $-q$ in a crystal.

For $\hbar\omega\ll|\Delta_{nm}|$, (14) becomes the adiabatic AHC coefficient

$$B_n^{\rm ad}=\sum_{m\neq n}\frac{2g_{mn}^2}{\Delta_{nm}}+2\Lambda_{nn}, \tag{15}$$

each Fan term being changed by the factor $1-\hbar^2\omega^2/\Delta^2$ relative to its value in (14). The theorem fixes the slope of $\Sigma_n$ in $N$ and says nothing about the intercept. Writing $N+1-f_m=(N+\tfrac12)+(\tfrac12-f_m)$ and $N+f_m=(N+\tfrac12)-(\tfrac12-f_m)$ in (12), and using $1/(\Delta-\hbar\omega)-1/(\Delta+\hbar\omega)=2\hbar\omega/(\Delta^2-\hbar^2\omega^2)$,

$$\Sigma_n=B_n\,(N+\tfrac12)+\sum_{m\ne n}g_{mn}^2\,\frac{(1-2f_m)\,\hbar\omega}{\Delta_{nm}^2-\hbar^2\omega^2}+(\text{static term}). \tag{16}$$

The middle term has the ratio $(1-2f_m)\hbar\omega/\Delta_{nm}$ to the corresponding Fan part of $B_n/2$. With the static term set aside, since it is a relaxation energy that survives as $\hbar\omega/\Delta\to0$, the rule that the zero-point shift is half the shift per phonon therefore becomes exact in the adiabatic limit. Away from that limit its error is in general of first order in $\hbar\omega/\Delta$, whereas the error of (15) is of second order. The first-order error can cancel in particular cases, because $1-2f_m$ has opposite signs for filled and empty levels $m$.

This part has shown that the level shift per phonon and the phonon shift per electron are one mixed derivative of the energy, and has derived it at second order in the coupling with full phonon dynamics. Still to come are a numerical test on a three-level model, the adiabatic theorem to all orders in the displacement, the H$_2^+$ example, crystals, and the cases where the labels fail.
